# Brillouin Shift in Backscattering from a Porous Low-k Film

## Problem

A porous low-k dielectric film has refractive index $n=1.35$. Longitudinal sound travels through it at $v=3500$ m/s. Green laser light of vacuum wavelength $\lambda=532$ nm enters the film, is scattered by thermally excited sound waves, and is collected travelling straight back.

(a) By how much does the frequency of the scattered light differ from that of the laser?

(b) What elastic modulus does this shift imply, if the film has density $\rho=1.2$ g/cm³ and Poisson ratio $\nu=0.25$?

(c) How thick must the film be for the answer to (a) to be useful?

The film is taken as transparent and isotropic. All frequencies $f$ are ordinary frequencies in hertz; angular frequencies are written $\omega=2\pi f$.

## A tempting but wrong solution to (a)

A sound wave is a train of compressed layers moving at speed $v$. Each layer reflects a little light, so it acts as a weak moving mirror. Let the mirror recede from the laser, with its position at time $t$ given by $z=vt$. The light must go to the mirror and come back, so its path grows by $2vt$. Measured in wavelengths, the growth is $2vt/\lambda$. Each extra wavelength of path delays the returning wave by one cycle, so the returning light loses

$$
f_{\text{wrong}}=\frac{2v}{\lambda}=\frac{2\times 3500\ \text{m/s}}{532\times10^{-9}\ \text{m}}=13.16\ \text{GHz}.
$$

The moving mirror is a sound picture, and the factor 2 for the round trip is right. The answer is nevertheless too low.

## Where the fault lies

The added path $2vt$ lies inside the film, but it was divided by the wavelength in vacuum. Inside the film the light wavelength is

$$
\frac{\lambda}{n}=\frac{532\ \text{nm}}{1.35}=394.1\ \text{nm}.
$$

The same added path therefore holds $n$ times as many cycles, $2nvt/\lambda$, and the rate of loss is $2nv/\lambda$.

It may seem that the index should drop out again because the light is detected in air. It does not. The film surface is at rest, to the accuracy needed here, and a wave crossing a boundary at rest keeps its frequency: as many crests leave per second as arrive. The wavelength changes there, but the frequency does not. The shift acquired inside the film is the shift that the spectrometer receives.

The mirror picture now gives the right formula, but it does not say which sound wave does the scattering, or what happens at other angles. For that the light and sound must be treated as waves.

## Correct solution to (a)

**Which sound wave scatters.** The strain of a sound wave with wave vector $\mathbf q$ and angular frequency $\Omega$ changes the permittivity of the film slightly, in proportion to $\cos(\mathbf q\cdot\mathbf r-\Omega t)$. The incident light field varies as $\cos(\mathbf k_i\cdot\mathbf r-\omega t)$. The extra polarization is proportional to their product, and the identity $2\cos A\cos B=\cos(A-B)+\cos(A+B)$ splits it into two waves:

- one with wave vector $\mathbf k_i-\mathbf q$ and frequency $\omega-\Omega$ (Stokes);
- one with wave vector $\mathbf k_i+\mathbf q$ and frequency $\omega+\Omega$ (anti-Stokes).

Such a polarization wave radiates efficiently from a thick film when its wave vector equals that of a free light wave of the same frequency. Contributions from all depths then add in phase. For the Stokes line this means $\mathbf k_s=\mathbf k_i-\mathbf q$, or $\mathbf q=\mathbf k_i-\mathbf k_s$.

The sound frequency is tiny compared with the laser frequency of 563.5 THz, so for the moment both light waves are given the same wave number,

$$
k=\frac{2\pi n}{\lambda}=0.01594\ \text{rad/nm}.
$$

If $\theta$ is the angle between $\mathbf k_i$ and $\mathbf k_s$ inside the film, then

$$
q^2=|\mathbf k_i-\mathbf k_s|^2=k^2+k^2-2k^2\cos\theta=2k^2(1-\cos\theta)=4k^2\sin^2\frac{\theta}{2},
$$

where the last step uses $1-\cos\theta=2\sin^2(\theta/2)$. Hence $q=2k\sin(\theta/2)$. Straight back means $\theta=180^\circ$, and

$$
q=2k=\frac{4\pi n}{\lambda}=0.03189\ \text{rad/nm},\qquad
\Lambda=\frac{2\pi}{q}=\frac{\lambda}{2n}=197.0\ \text{nm}.
$$

The sound wavelength $\Lambda$ is half the light wavelength in the film. Light reflected from neighbouring crests of the sound wave differs in path by $2\Lambda=394$ nm, one full light wavelength, so the weak reflections reinforce each other.

**Its frequency.** A sound wave obeys $\Omega=vq$. The shift is therefore

$$
f_B=\frac{\Omega}{2\pi}=\frac{vq}{2\pi}=\frac{v}{2\pi}\,\frac{4\pi n}{\lambda}=\frac{2nv}{\lambda}.
$$

With the given numbers,

$$
f_B=\frac{2\times1.35\times3500\ \text{m/s}}{532\times10^{-9}\ \text{m}}=17.76\ \text{GHz},
$$

which is $0.5925\ \text{cm}^{-1}$ in spectroscopic units. The scattered light shows one line this far below the laser frequency, from sound moving away from the incoming light, and one this far above it, from sound moving towards it.

The wave picture also exposes a second possible slip. Setting the sound wavelength equal to the light wavelength in the film, $\Lambda=\lambda/n$, loses the factor 2 and gives 8.88 GHz.

**The equal-wave-number approximation.** The two light waves differ slightly in frequency, and so in wave number. Neglecting the change of $n$ over this small interval, the Stokes line has $k_i=n\omega/c$ and $k_s=n(\omega-\Omega)/c$. In backscattering the two vectors are opposed, so $q=k_i+k_s$. With $\beta=nv/c$,

$$
\Omega=vq=\beta(2\omega-\Omega)
\quad\Rightarrow\quad
\Omega(1+\beta)=2\beta\omega
\quad\Rightarrow\quad
f_{\text{Stokes}}=\frac{f_B}{1+\beta}.
$$

The last step uses $2\beta\omega/(2\pi)=2nv/\lambda$. For the anti-Stokes line $\omega-\Omega$ becomes $\omega+\Omega$, which turns $1+\beta$ into $1-\beta$. Here $\beta=1.576\times10^{-5}$, so the shifts differ from $f_B$ by $-0.280$ MHz and $+0.280$ MHz. This is negligible beside 17.76 GHz.

**Light collected by a real lens.** A lens accepts a cone of directions. Take a numerical aperture of 0.10 and a ray that enters at one edge of the lens and leaves at the opposite edge. Refraction gives the angle $\alpha$ of each ray from the film normal: $\sin\alpha=0.10/1.35$, so $\alpha=4.25^\circ$. The scattering angle is $\theta=180^\circ-2\alpha$, and

$$
q=2k\sin(90^\circ-\alpha)=2k\cos\alpha .
$$

The shift of this ray is lower by $f_B(1-\cos\alpha)=0.049$ GHz, about 0.3% of $f_B$. By contrast, a ray that returns along its own path has $\theta=180^\circ$ at any angle of incidence and keeps the full shift.

## Solution to (b): from shift to modulus

Let $u(z,t)$ be the displacement of the film material along the direction $z$ of the sound wave. Newton's law for a thin slice is $\rho\,\partial^2u/\partial t^2=\partial\sigma_z/\partial z$, and the stress is $\sigma_z=c_{11}\,\partial u/\partial z$. Inserting $u\propto\cos(qz-\Omega t)$ gives $\rho\Omega^2=c_{11}q^2$, so

$$
c_{11}=\rho v^2=1200\ \text{kg/m}^3\times(3500\ \text{m/s})^2=14.7\ \text{GPa}.
$$

This is not Young's modulus $E$. Young's modulus describes a bar whose sides are free to contract. In a plane sound wave the material cannot move sideways, because its neighbours are doing the same thing. The sideways strain is zero:

$$
0=\frac{1}{E}\left[\sigma_x-\nu(\sigma_x+\sigma_z)\right]
\quad\Rightarrow\quad
\sigma_x=\frac{\nu}{1-\nu}\,\sigma_z ,
$$

with $\sigma_y=\sigma_x$ by symmetry. The strain along $z$ is then

$$
\varepsilon_z=\frac{\sigma_z-2\nu\sigma_x}{E}
=\frac{\sigma_z}{E}\,\frac{1-\nu-2\nu^2}{1-\nu}
=\frac{\sigma_z}{E}\,\frac{(1+\nu)(1-2\nu)}{1-\nu}.
$$

Since $c_{11}=\sigma_z/\varepsilon_z$,

$$
E=c_{11}\frac{(1+\nu)(1-2\nu)}{1-\nu}
=14.7\ \text{GPa}\times\frac{1.25\times0.50}{0.75}\approx12\ \text{GPa}.
$$

In an experiment the shift is measured and the modulus inferred from $c_{11}=\rho(\lambda f_B/2n)^2$. For small errors,

$$
\frac{\delta c_{11}}{c_{11}}=\frac{\delta\rho}{\rho}+2\frac{\delta f_B}{f_B}-2\frac{\delta n}{n}.
$$

An error of 0.01 in the index corresponds to 0.132 GHz in the predicted shift at fixed $v$, or to 1.5% in the inferred $c_{11}$ at fixed measured shift. A 10% error in density passes straight into a 10% error in modulus. Density and index must therefore belong to the porous film itself, not to the dense material of its walls. The shift fixes only $c_{11}$; the step to $E$ rests on the assumed Poisson ratio. The same 14.7 GPa gives $E=13.9$ GPa for $\nu=0.15$ and $9.2$ GPa for $\nu=0.35$.

## Solution to (c): how thick is thick enough?

The phase-matching condition assumed many sound wavelengths within the film. To see what a finite thickness $d$ does, let the top surface, $z=0$, be free and the bottom, $z=d$, be clamped by a very stiff substrate.

At the free surface the stress vanishes, and so does the strain. At the clamped face the material does not accelerate, so the stress gradient, and with it the slope of the strain, vanishes. The standing strain waves are

$$
e_m(z)=\sqrt{\frac{2}{d}}\,\sin(q_mz),\qquad \cos(q_md)=0,\qquad q_m=\frac{(m+\tfrac12)\pi}{d},
$$

with $m=0,1,2,\dots$, and their frequencies are

$$
f_m=\frac{vq_m}{2\pi}=\left(m+\tfrac12\right)\frac{v}{2d}.
$$

The prefactor makes $\int_0^d e_m^2\,dz=1$. The phonon energy $hf_B=0.0735$ meV is far below $k_BT=25.85$ meV at 300 K, so each mode near $f_B$ has the same mean strain energy, $k_BT/2$. With this normalization all these modes then have the same mean-square amplitude. Differences in brightness come from the overlap with the light.

Light scattered back from depth $z$ carries the phase $2kz$, so the scattered amplitude is $\int_0^d e_m(z)\,e^{2ikz}\,dz$. Writing the sine as two exponentials gives one term that varies slowly near $q_m=2k$:

$$
\int_0^d e^{i(2k-q_m)z}\,dz=d\,e^{ix}\,\frac{\sin x}{x},\qquad x=\frac{(2k-q_m)d}{2}.
$$

The other term has $(2k+q_m)d/2$ in place of $x$. Near the line this is about $2kd=64$ for $d=2000$ nm, so that term is at most about 1/64 of the peak amplitude. Dropping it, the intensity is proportional to $(\sin x/x)^2$.

This factor falls to one half at $x=\pm1.392$. The full width in wave number is $\Delta q=4\times1.392/d$, and in frequency

$$
\Delta f=\frac{v\,\Delta q}{2\pi}=0.886\,\frac{v}{d}.
$$

The spectrum is thus a comb of modes spaced by $v/2d$ beneath an envelope centred on $f_B$.

For $d=2000$ nm, about ten sound wavelengths, the spacing is 0.875 GHz and the envelope width is 1.55 GHz. No mode sits at 17.76 GHz. The nearest has $m=20$ and lies at $20.5\times0.875=17.94$ GHz. Taking this peak for $f_B$ would overstate the shift by 1% and $c_{11}$ by 2%. For $d=12000$ nm the spacing is 0.146 GHz, the width is 0.258 GHz, and the strongest mode lies at 17.72 GHz, 0.25% below $f_B$.

These mode positions were also found by solving the strain wave equation on a grid for both thicknesses and computing the overlap with the light for each mode between 12 and 24 GHz. The intensities followed the envelope to within 0.05 of its peak value. Including light reflected once by a silicon substrate of index 4.15, with amplitude $-0.509$ relative to the incident light, left the same mode strongest in both films. The values are listed in the numerical output.

Within this model, and without the reflected light, the strongest mode is essentially the one nearest $f_B$. Its offset is then at most about half a spacing, $v/4d$. Relative to $f_B=v/\Lambda$ this is $\Lambda/4d$. To be sure of staying below 1% whatever the exact thickness, one needs $d\gtrsim25\Lambda$, or about 5000 nm here. The 2000 nm film comes close to 1% with its particular thickness, but an unlucky thickness nearby could give more than twice that.

## Comparison with real films

The parameters resemble those of a porous organosilicate low-k film, with rough values for the density and Poisson ratio. A Young's modulus of 12 GPa is on the stiff side for this class; many such films are softer and have lower sound speeds. A pore diameter of about 2 nm is 1% of the sound wavelength, which supports treating the film as a uniform medium.

One assumption that often fails in working devices is that of a thick film. Interlayer films are often only a few hundred nanometres thick or less. At 200 nm, about one sound wavelength, the clamped-film model has a mode spacing of 8.75 GHz, with neighbouring modes at 13.1 and 21.9 GHz. Neither lies within 4 GHz of 17.76 GHz, so $2nv/\lambda$ no longer predicts a peak position, and the modulus must be obtained by fitting the film modes.

Two further effects broaden the lines. Real silicon is not infinitely stiff: its acoustic impedance (density times sound speed) is roughly five times that of this film, so more than half of the sound energy passes into it at each reflection. This broadens the modes but leaves them distinct. The film itself also damps sound. The damping has not been sized here, because that needs a measured attenuation. Light scattered by the motion of the film surface and of the film–silicon interface has also been left out, so the relative brightness of the modes in a real film may differ from that computed here.

## Table of computed values

```
refractive index: 1.35
sound speed: 3500 m/s
vacuum wavelength: 532 nm
light wavelength in film: 394.1 nm
light wave number in film: 0.01594 rad/nm
sound wave number: 0.03189 rad/nm
sound wavelength: 197.0 nm
Brillouin shift: 17.763 GHz
Brillouin shift as wave number: 0.5925 cm^-1
laser frequency: 563.5 THz
wrong value, index forgotten: 13.16 GHz
wrong value, factor 2 forgotten: 8.88 GHz
n v/c: 1.576e-05
exact Stokes minus simple: -0.280 MHz
exact anti-Stokes minus simple: 0.280 MHz
density (rough): 1.2 g/cm3
Poisson ratio (rough): 0.25
c11: 14.7 GPa
Young's modulus: 12.25 GPa
lens numerical aperture (rough): 0.10
edge-ray angle in film: 4.25 degrees
edge-ray change of shift: -0.049 GHz
change for index error 0.01: 0.132 GHz
pore diameter (rough): 2 nm
pore diameter / sound wavelength: 0.0102
temperature: 300 K
phonon energy: 0.0735 meV
thermal energy kT: 25.85 meV
silicon index (rough): 4.15
light amplitude reflected by silicon: -0.509
2000 nm film, thickness / sound wavelength: 10.2
2000 nm film, mode spacing: 0.875 GHz
2000 nm film, envelope full width: 1.550 GHz
2000 nm film, strongest mode: 17.94 GHz
2000 nm film, strongest mode with reflected light: 17.94 GHz
12000 nm film, thickness / sound wavelength: 60.9
12000 nm film, mode spacing: 0.146 GHz
12000 nm film, envelope full width: 0.258 GHz
12000 nm film, strongest mode: 17.72 GHz
12000 nm film, strongest mode with reflected light: 17.72 GHz
```
